\section*{The linearized quasiparticle equation of G0W0 and its leading error}

\section*{Setting}

A Kohn--Sham calculation gives orbitals $\phi_n$ and energies $\varepsilon_n$. The $G_0W_0$ method replaces the exchange-correlation potential $v_{xc}$ by a self-energy $\Sigma(\omega)$, built once from these orbitals and energies. The new energy $E$ then appears on both sides of its own equation, because $\Sigma$ must be taken at the frequency $\omega=E$. This problem turns that equation into an explicit formula for $E$ and finds what the formula neglects.

The system is finite and has closed shells. The orbitals are real, orthonormal and complete in the space used, and the level $\varepsilon_n$ is nondegenerate. Hartree atomic units are used. A prime on $\Sigma$ means a derivative with respect to frequency, and $\Sigma'_{mn}$ or $\Sigma''_{mn}$ without an argument is taken at $\omega=\varepsilon_n$.

\section*{(a) From two equations to one matrix equation}

\textit{Write the quasiparticle equation in the basis of Kohn--Sham orbitals, and identify the perturbation.}

\textbf{Solution.} Let $h$ contain the kinetic energy and the attraction of the nuclei, and let $v_H$ be the Hartree potential. The two equations are
\begin{align}
(h+v_H+v_{xc})\,\phi_m&=\varepsilon_m\phi_m, \label{ks}\\
\left[h+v_H+\Sigma(E)\right]\psi&=E\,\psi .\label{qp}
\end{align}
The density is not updated, so $v_H$ is the same operator in both. Equation \eqref{ks} therefore lets us replace $h+v_H$ in \eqref{qp} by the Kohn--Sham Hamiltonian minus $v_{xc}$. Expand $\psi=\sum_m c_m\phi_m$ and project on $\phi_p$:
\begin{equation}
\varepsilon_p c_p+\sum_m D_{pm}(E)\,c_m=E\,c_p,
\qquad
D(\omega)=\Sigma(\omega)-v_{xc}. \label{matrix}
\end{equation}
The perturbation is the difference $D$. The self-energy alone is not small; it takes over the work that $v_{xc}$ did before. We assume that $\omega$ lies between the poles of $\Sigma$, where $D$ is a real symmetric matrix, as part (d) shows.

\section*{(b) First-order perturbation theory}

\textit{Eliminate all coefficients except $c_n$, and find the equation for $E$ to first order in the perturbation.}

\textbf{Solution.} Let $Q$ denote all orbitals other than $n$. Equation \eqref{matrix} splits into
\begin{align}
\left[\varepsilon_n+D_{nn}(E)\right]c_n+D_{nQ}(E)\,c_Q&=E\,c_n,\\
D_{Qn}(E)\,c_n+\left[\varepsilon_Q+D_{QQ}(E)\right]c_Q&=E\,c_Q .
\end{align}
Here $\varepsilon_Q$ is the diagonal matrix of the other energies. If the inverse exists, the second line gives
\begin{equation}
c_Q=\left[E-\varepsilon_Q-D_{QQ}(E)\right]^{-1}D_{Qn}(E)\,c_n .
\end{equation}
Insert this in the first line and divide by $c_n$, which is nonzero for the state that grows out of $\phi_n$:
\begin{align}
E&=\varepsilon_n+D_{nn}(E)+T(E),\label{exact}\\
T(E)&=D_{nQ}(E)\left[E-\varepsilon_Q-D_{QQ}(E)\right]^{-1}D_{Qn}(E).\nonumber
\end{align}
No approximation has been made in this step. The term $T$ contains two off-diagonal elements of $D$, so it is of second order. First-order perturbation theory drops it:
\begin{equation}
E=\varepsilon_n+D_{nn}(E)
=\varepsilon_n+\langle\phi_n|\Sigma(E)-v_{xc}|\phi_n\rangle .\label{diag}
\end{equation}
This is the usual first-order rule, unperturbed energy plus expectation value of the perturbation, with the perturbation taken at the energy sought. Dropping $T$ means that the orbital stays $\phi_n$. Equation \eqref{diag}, the diagonal quasiparticle equation, is still nonlinear in $E$.

\section*{(c) Taylor expansion}

\textit{Expand the self-energy about $\varepsilon_n$ to first order and solve for $E$.}

\textbf{Solution.} Define the unknown shift $x=E-\varepsilon_n$ and the known number
\begin{equation}
\Delta=D_{nn}(\varepsilon_n)=\langle\phi_n|\Sigma(\varepsilon_n)-v_{xc}|\phi_n\rangle .
\end{equation}
Since $v_{xc}$ does not depend on frequency, the derivatives of $D$ are those of $\Sigma$:
\begin{equation}
D_{nn}(\varepsilon_n+x)=\Delta+\Sigma'_{nn}x+\tfrac12\Sigma''_{nn}x^2+\dots \label{taylor}
\end{equation}
Keep the linear term and insert it in \eqref{diag}:
\begin{equation}
x=\Delta+\Sigma'_{nn}x
\;\Rightarrow\;
(1-\Sigma'_{nn})\,x=\Delta
\;\Rightarrow\;
x=\frac{\Delta}{1-\Sigma'_{nn}} .
\end{equation}
With the renormalization factor $Z$ this reads
\begin{equation}
\boxed{\,E_{\rm lin}=\varepsilon_n+Z\,\langle\phi_n|\Sigma(\varepsilon_n)-v_{xc}|\phi_n\rangle,
\qquad Z=\frac{1}{1-\Sigma'_{nn}(\varepsilon_n)}\,}\label{lin}
\end{equation}

The factor $Z$ multiplies the whole difference. A limiting case confirms the bracket: if $\langle\phi_n|\Sigma(\varepsilon_n)|\phi_n\rangle$ equals $\langle\phi_n|v_{xc}|\phi_n\rangle$, then $E=\varepsilon_n$ solves \eqref{diag}, and \eqref{lin} gives this answer. With $Z$ on $\Sigma$ alone, a spurious shift $(Z-1)\langle\phi_n|v_{xc}|\phi_n\rangle$ would remain.

Equation \eqref{lin} is also one Newton step for the root of $f(E)=\varepsilon_n+D_{nn}(E)-E$, started at $\varepsilon_n$. There $f=\Delta$ and $f'=\Sigma'_{nn}-1$, so the step is $-f/f'=Z\Delta$.

\section*{(d) The size and meaning of $Z$}

\textit{Find the frequency dependence of $\Sigma$ and show that $0<Z\le1$.}

\textbf{Solution.} The self-energy is $\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\eta\omega'}G_0(\omega+\omega')W(\omega')$, with $\eta\to0^+$. The bare Coulomb part of the screened interaction $W$ gives a static exchange term. The rest of $W$ describes the response of the electrons. In the random-phase approximation for a stable finite system, it is a sum over neutral excitations $s$ with energies $\Omega_s>0$. Its element between the orbital products $\phi_p\phi_m$ and $\phi_q\phi_m$ is
\begin{equation}
\sum_s w^s_{pm}w^s_{qm}\left[\frac{1}{\omega'-\Omega_s+i\eta}-\frac{1}{\omega'+\Omega_s-i\eta}\right],
\end{equation}
with real couplings $w^s_{pm}$. Orbital $m$ contributes to $G_0(\omega+\omega')$ the factor $1/(\omega+\omega'-\varepsilon_m\mp i\eta)$, with the upper sign if it is occupied and the lower sign if it is empty. The product falls off as $|\omega'|^{-3}$, so the contour can be closed in either half-plane.

For occupied $m$, the pole of $G_0$ lies in the upper half-plane. Closing below encloses the pole $\omega'=\Omega_s$ alone, and the clockwise sense gives $\frac{i}{2\pi}(-2\pi i)=1$. For empty $m$, the pole of $G_0$ lies below. Closing above encloses $\omega'=-\Omega_s$ alone, and the minus sign of that term gives $\frac{i}{2\pi}(2\pi i)(-1)=1$. Hence
\begin{equation}
\Sigma_{pq}(\omega)=\Sigma^x_{pq}+\sum_{m,s}\frac{w^s_{pm}w^s_{qm}}{\omega-P_{ms}},\quad
P_{ms}=\begin{cases}\varepsilon_m-\Omega_s,& m\ \text{occupied}\\ \varepsilon_m+\Omega_s,& m\ \text{empty}\end{cases}\label{poles}
\end{equation}
Between the poles this matrix is real and symmetric. Its diagonal derivative is
\begin{equation}
\Sigma'_{nn}=-\sum_{m,s}\frac{(w^s_{nm})^2}{(\varepsilon_n-P_{ms})^2}\le0 ,
\end{equation}
so $1-\Sigma'_{nn}\ge1$ and $0<Z\le1$. The linearized shift has the sign of $\Delta$ and is never larger in magnitude. If the level moves down, $\Sigma_{nn}$ rises and opposes the motion; if it moves up, $\Sigma_{nn}$ falls. A static self-energy has $Z=1$.

The same factor measures spectral weight. In the diagonal approximation the Green's function is $1/[\omega-\varepsilon_n-D_{nn}(\omega)]$. Near a root $E$ of \eqref{diag}, the denominator is $(\omega-E)[1-\Sigma'_{nn}(E)]$ to first order, so the pole has weight $1/[1-\Sigma'_{nn}(E)]$. The $Z$ in \eqref{lin} uses the derivative at $\varepsilon_n$ and is an estimate of this weight.

\section*{(e) Leading error of the Taylor expansion}

\textit{Find the leading difference between the root $E_{\rm d}$ of the diagonal equation \eqref{diag} and $E_{\rm lin}$.}

\textbf{Solution.} An order must first be defined. Let the elements of $D(\varepsilon_n)$ be small, of order $\delta$, while the frequency derivatives of $\Sigma$ are of order one. This describes a starting potential that imitates the self-energy well at one frequency but cannot imitate its frequency dependence. Then $x$ is of order $\delta$.

Keep the quadratic term of \eqref{taylor} in \eqref{diag}, move the linear term to the left and multiply by $Z$:
\begin{equation}
x=Z\Delta+\tfrac12Z\,\Sigma''_{nn}x^2+O(\delta^3).
\end{equation}
On the right, $x$ may be replaced by $Z\Delta$, because the difference is $O(\delta^2)$ and changes $x^2$ by $O(\delta^3)$. Therefore
\begin{equation}
\boxed{\,E_{\rm d}-E_{\rm lin}=\tfrac12Z^3\,\Sigma''_{nn}(\varepsilon_n)\,\Delta^2+O(\delta^3)\,}\label{curv}
\end{equation}
Two of the three factors $Z$ come from the squared shift and one from solving for $x$. By contrast, setting $Z=1$ in \eqref{lin} changes the energy by $(1-Z)\Delta$, an error of first order in $\delta$.

From \eqref{poles}, $\Sigma''_{nn}=2\sum(w^s_{nm})^2/(\varepsilon_n-P_{ms})^3$. Each pole below $\varepsilon_n$ adds a positive amount to the leading term \eqref{curv} and each pole above adds a negative amount; the sign of the term is that of their sum. A single pole at distance $a=\varepsilon_n-P$ contributes
\begin{equation}
\frac{w^2}{a+x}=\frac{w^2}{a}\left[1-\frac{x}{a}+\frac{x^2}{a^2}-\dots\right],\label{geom}
\end{equation}
so each term is smaller than the previous one by the factor $|x/a|$. The linearization needs a shift that is small compared with the distance to the poles that couple to the level.

\section*{(f) Error of the fixed orbital}

\textit{Restore $T$ and find the leading difference between the root $E$ of the full equation \eqref{exact} and $E_{\rm lin}$.}

\textbf{Solution.} With $T$ included, the same rearrangement gives
\begin{equation}
x=Z\Delta+Z\left[\tfrac12\Sigma''_{nn}x^2+T(E)\right]+O(\delta^3).\label{both}
\end{equation}
We need $T$ to order $\delta^2$, hence its couplings to order $\delta$. They are taken at the shifted energy:
\begin{equation}
D_{mn}(\varepsilon_n+x)=g_m+O(\delta^2),\qquad
g_m=D_{mn}(\varepsilon_n)+Z\Delta\,\Sigma'_{mn}.
\end{equation}
Both pieces of $g_m$ are of order $\delta$, so neither may be dropped. The matrix to be inverted in $T$ is $\varepsilon_n-\varepsilon_Q$ plus terms of order $\delta$, which do not matter here. It becomes diagonal, and
\begin{equation}
\boxed{\,E-E_{\rm lin}=\tfrac12Z^3\Sigma''_{nn}\Delta^2
+Z\sum_{m\ne n}\frac{g_m^2}{\varepsilon_n-\varepsilon_m}+O(\delta^3)\,}\label{total}
\end{equation}
The second term is level repulsion: orbitals above $\varepsilon_n$ push the energy down and orbitals below push it up. The prefactor $Z$ appears because any further shift also changes $\Sigma_{nn}(E)$. The term vanishes if all couplings vanish, for instance by symmetry, and it fails if a coupled level lies close to $\varepsilon_n$.

The order of the terms depends on what is taken as small. If all of $D$, including its frequency derivatives, is scaled by a small factor $\lambda$, then $\Sigma''_{nn}\Delta^2$ is of order $\lambda^3$. The leading error is then of order $\lambda^2$, the ordinary second-order sum $\sum_{m\neq n} D_{mn}(\varepsilon_n)^2/(\varepsilon_n-\varepsilon_m)$.

\section*{(g) The highest occupied level of water}

\textit{Evaluate $E_{\rm lin}$ for a water molecule and compare it with the roots of \eqref{diag} and \eqref{matrix}.}

\textbf{Solution.} The molecule has O--H distances of 0.96 \AA\ and an angle of $104.5^\circ$. The starting point is PBE in the cc-pVDZ basis, and $\Sigma$ has the form \eqref{poles} with all random-phase excitations in that basis. Energies are in hartree. The input is
\begin{equation}
\varepsilon_n=-0.2247,\quad
\Sigma_{nn}(\varepsilon_n)=-0.9339,\quad
(v_{xc})_{nn}=-0.7257,\quad
\Sigma'_{nn}=-0.1025 .
\end{equation}
The formula gives, step by step,
\begin{align}
\Delta&=-0.9339+0.7257=-0.2082,\\
Z&=1/(1+0.1025)=0.9070,\\
E_{\rm lin}&=-0.2247+0.9070\times(-0.2082)=-0.4135 ,
\end{align}
which is $-11.25$ eV. The numerical roots are $E_{\rm d}=-0.4101$ for the diagonal equation and $E=-0.4114$ for the full matrix equation. Relative to the latter, $E_{\rm lin}$ is too low by $2.1\times10^{-3}$, or 0.06 eV. Setting $Z=1$ would give $-0.4328$, too low by $2.1\times10^{-2}$.

These differences concern the solution of one given $G_0W_0$ equation. They do not measure the errors of the small basis, of the PBE starting point or of the $G_0W_0$ approximation, so the energy itself is not a converged prediction. In the cc-pVTZ basis the full root moves to $-0.438$, lower by about 0.7 eV, and $Z$ to 0.893; in aug-cc-pVDZ they are $-0.415$ and 0.855. The error of $E_{\rm lin}$ changes much less, to $2.2\times10^{-3}$ and $3.0\times10^{-3}$. All digits quoted here and below refer to cc-pVDZ.

\section*{(h) Does the leading error term describe this case?}

\textit{Evaluate \eqref{total} for the molecule and examine how the error approaches its leading form.}

\textbf{Solution.} With $\Sigma''_{nn}=0.1472$ per hartree, the curvature term is
\begin{equation}
\tfrac12(0.9070)^3(0.1472)(0.2082)^2=2.38\times10^{-3}.
\end{equation}
The orbital term is $-1.92\times10^{-3}$; its sign is fixed by symmetry. The highest occupied orbital is the only occupied one that is odd under reflection in the molecular plane, so its couplings $g_m$ to all lower levels vanish, and only empty levels above $\varepsilon_n$ contribute, each pushing the energy down. The sum is $0.46\times10^{-3}$, less than a quarter of the actual error $2.08\times10^{-3}$. The leading term gets the sign right but not the size.

The separate parts show why. The actual curvature error $E_{\rm d}-E_{\rm lin}$ is $3.39\times10^{-3}$, and the actual orbital part $E-E_{\rm d}$ is $-1.32\times10^{-3}$. The leading terms miss $+1.01\times10^{-3}$ and $+0.60\times10^{-3}$. The leading terms largely cancel, while their omissions have the same sign and add.

The omission in the curvature part can be traced further. The diagonal root has $x=-0.4101+0.2247=-0.1854$, and the quadratic term evaluated at this shift is
\begin{equation}
\tfrac12Z\Sigma''_{nn}x^2=\tfrac12(0.9070)(0.1472)(0.1854)^2=2.3\times10^{-3}.
\end{equation}
The remaining $1.1\times10^{-3}$ of the error must come from third and higher derivatives of $\Sigma_{nn}$. The nearest pole of the whole self-energy matrix lies at $-0.5052$, a distance of $0.2805$ from $\varepsilon_n$. A pole enters $\Sigma_{nn}$ only if its coupling $w^s_{nm}$ is nonzero, so this distance is only a lower bound on $|a|$ in \eqref{geom}, and $|x/a|$ is at most about two thirds. The Taylor series \eqref{taylor} therefore converges at this shift, but the bound does not make its higher terms small. In fact the pole at $-0.5052$ is $\varepsilon_n-\Omega_1$, with $\Omega_1$ the lowest excitation, and its coupling to the level vanishes by symmetry. The nearest poles that do couple lie at $-0.584$ (very weak) and $-0.591$, where $|x/a|\approx0.5$. The poles at $-0.591$ and $-0.861$ supply about $0.5\times10^{-3}$ and $0.4\times10^{-3}$ of the remainder.

To see the leading behaviour, replace the perturbation by
\begin{equation}
D^{(\delta)}(\omega)=\delta\,D(\varepsilon_n)+\Sigma(\omega)-\Sigma(\varepsilon_n).
\end{equation}
The static mismatch is scaled by $\delta$ while the frequency dependence is kept, as in the order counting of part (e). The molecule has $\delta=1$. The table gives each numerical error divided by its leading term, which is proportional to $\delta^2$.

\begin{center}
\begin{tabular}{ccc}
$\delta$ & curvature part & orbital part\\
\hline
1.00 & 1.43 & 0.69\\
0.50 & 1.17 & 0.82\\
0.25 & 1.08 & 0.90\\
0.10 & 1.03 & 0.96\\
0.02 & 1.01 & 0.99
\end{tabular}
\end{center}

Both ratios tend to one, and for small $\delta$ their deviations shrink roughly in proportion to $\delta$, as a remainder of order $\delta^3$ requires. The numerical check tests both coefficients in the limit of small $\delta$. Because of the cancellation, the sum converges more slowly than its parts: at $\delta=0.10$ the total error is $6.2\times10^{-6}$ and its leading form $4.6\times10^{-6}$.

For the molecule, then, \eqref{total} is useful for the signs and rough sizes of the two parts, but it is a poor correction to $E_{\rm lin}$. If an error of this size matters, \eqref{diag} or \eqref{matrix} should be solved numerically.

\section*{(i) When the linearized equation fails}

\textit{Show that the diagonal equation can have several roots, and state what this means for $E_{\rm lin}$.}

\textbf{Solution.} Consider again $f(E)=\varepsilon_n+D_{nn}(E)-E$. Between two neighbouring poles of $\Sigma_{nn}$ with nonzero strength, \eqref{poles} shows that $f$ tends to $+\infty$ just above the lower pole and to $-\infty$ just below the upper one. Its slope is $\Sigma'_{nn}(E)-1\le-1$, so it crosses zero once. Every such interval contains one root.

The straight line used in part (c) knows nothing of the poles. If $\varepsilon_n$ is close to a strong pole, $|\Sigma'_{nn}|$ is large, $Z$ is small, and the tangent at $\varepsilon_n$ describes $\Sigma_{nn}$ over a very short range. If the predicted shift crosses a pole, $E_{\rm lin}$ lies in a different interval from $\varepsilon_n$, and the expansion no longer justifies it. Several roots may then carry comparable weight, and a single quasiparticle energy is an incomplete description. For water, $E_{\rm lin}=-0.4135$ stays above the nearest lower pole at $-0.5052$, so $\varepsilon_n$, $E_{\rm lin}$ and both numerical roots lie in the same pole-free interval.

\section*{Computed values}
\begin{verbatim}
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degree
orbitals: 24, occupied: 5, RPA excitations: 95
eps_n (PBE): -0.224685 hartree = -6.114 eV
exchange part of Sigma_nn: -0.994538 hartree
correlation part at eps_n: 0.060662 hartree
Sigma_nn(eps_n): -0.933876 hartree
vxc_nn: -0.725716 hartree
Delta: -0.208161 hartree
Sigma'_nn(eps_n): -0.102540 (no unit)
Sigma''_nn(eps_n): 0.147228 1/hartree
Z: 0.906996 (no unit)
shift Z*Delta: -0.188801 hartree
nearest pole of Sigma below: -0.505186 hartree
nearest pole of Sigma above: 0.314079 hartree
eps_n + Delta (Z set to 1): -0.432846 hartree = -11.778 eV
E_lin: -0.413486 hartree = -11.252 eV
E diagonal root: -0.410092 hartree = -11.159 eV
E full matrix root: -0.411408 hartree = -11.195 eV
leading curvature error: 2.3800e-03 hartree
leading orbital error: -1.9168e-03 hartree
leading total error: 4.6322e-04 hartree
E_lin + leading total error: -0.413023 hartree
numerical errors of E_lin and leading terms, all in hartree:
delta  curvature  leading    orbital    leading
 1.00  3.394e-03  2.380e-03 -1.316e-03 -1.917e-03
 0.50  6.954e-04  5.950e-04 -3.907e-04 -4.792e-04
 0.25  1.602e-04  1.487e-04 -1.076e-04 -1.198e-04
 0.10  2.450e-05  2.380e-05 -1.833e-05 -1.917e-05
 0.02  9.575e-07  9.520e-07 -7.598e-07 -7.667e-07
small-delta limit / curvature formula: 0.999983
small-delta limit / orbital formula: 0.999958
Sigma, poles against integral: 1.1e-15 hartree
E full against direct Hamiltonian: 3.0e-09 hartree
\end{verbatim}
